# Why image-force lowering is larger in diamond than in silicon

**Question.** A metal contact is made to silicon and another to diamond. Both semiconductors have the same doping and the same band bending. Why does the image-force lowering of the barrier scale as permittivity to the power $-3/4$, and why does that make it about 1.7 times larger in diamond?

**Answer.** The permittivity acts twice. It weakens the attraction between a carrier and the metal, and it weakens the electric field that the ionised dopants produce at the contact. Both effects enter the lowering, but neither enters in full proportion: each supplies only half of the lowering, and the depleted layer narrows as the permittivity falls, which holds back the field. The power $-3/4$ comes from following these two effects to the barrier top.

## The setting

Let the metal fill the region $x<0$ and the semiconductor, of permittivity $\varepsilon$, the region $x>0$. The interface is flat and the metal is an ideal conductor. A majority carrier has charge of magnitude $q$: it is an electron in n-type material or a hole in p-type material. Its potential energy divided by $q$, measured from the neutral bulk and without the image force, is $\phi(x)$, in volts. The band bending is $\psi=\phi(0)$, so a carrier from the bulk must climb by $\psi$ to reach the metal.

"Equal doping" means an equal density $N$ of ionised dopants in the depleted layer. "Equal band bending" means equal $\psi$, which is not the same as equal applied voltage, since the two contacts may have different barrier heights.

## The pull of the metal

A carrier at distance $x$ draws charge of the opposite sign to the metal surface. This surface charge arranges itself so that the metal stays at one potential. In the semiconductor its effect is that of a single charge of opposite sign at $-x$: every point of the plane is equally far from the carrier and from this image, so their potentials cancel there, as the conductor requires.

The carrier and its image are $2x$ apart, so the force towards the metal is

$$
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.
$$

Setting the energy to zero far from the metal and adding up the work gives

$$
U_{\rm im}(x)=-\int_x^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds
=-\frac{q^2}{16\pi\varepsilon x}.
$$

Two independent charges at distance $2x$ would have twice this energy. The factor one half arises because the image is not fixed: it recedes as the carrier recedes, so the force falls off faster than it would for a fixed partner.

At a given distance, then, the image energy is proportional to $1/\varepsilon$. A less polarisable crystal screens the carrier less, and the metal pulls harder.

## The field at the contact

The image force alone does not define a barrier top. It must be combined with the field of the depleted layer, which pushes majority carriers away from the metal. Let $F(x)=-d\phi/dx$ be the size of this field, and let $\rho$ be the size of the net charge density. Poisson's equation is then

$$
\frac{dF}{dx}=-\frac{\rho}{\varepsilon}.
$$

Multiply by $2F$ and replace $F$ on the right by $-d\phi/dx$:

$$
\frac{d(F^2)}{dx}=-\frac{2\rho F}{\varepsilon}
=\frac{2\rho}{\varepsilon}\frac{d\phi}{dx}.
$$

Integrate from the metal, where $\phi=\psi$, to the neutral bulk, where both $\phi$ and $F$ vanish. The left side gives $-F(0)^2$, and reversing the limits on the right removes the minus sign:

$$
F(0)^2=\frac{2}{\varepsilon}\int_0^\psi \rho\,d\phi .
$$

In the depletion approximation all mobile carriers have left the layer, so $\rho=qN$ throughout it. Writing $F$ for the surface field from here on,

$$
F=\sqrt{\frac{2qN\psi}{\varepsilon}} .
$$

The field is proportional to $\varepsilon^{-1/2}$, not to $\varepsilon^{-1}$, because the width of the layer adjusts. By Gauss's law the charge per area is $qNW=\varepsilon F$, so

$$
W=\frac{\varepsilon F}{qN}=\sqrt{\frac{2\varepsilon\psi}{qN}} .
$$

With a smaller permittivity, each ionised dopant produces more field. The given band bending is therefore reached in a narrower layer containing less charge. The smaller charge takes back part of the gain in field, and the power $-1/2$ is left.

## The top of the barrier

Close to the metal the field hardly changes, and $\phi$ falls by $Fx$ over a distance $x$. With the image energy included, the carrier's energy lies below the unlowered top by

$$
D(x)=Fx+\frac{a}{x},\qquad a=\frac{q}{16\pi\varepsilon},
$$

in volts. The highest point of the barrier is where $D$ is smallest:

$$
\frac{dD}{dx}=F-\frac{a}{x^2}=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{a}{F}} .
$$

The second derivative $2a/x^3$ is positive, so this is indeed a minimum of $D$. At $x_m$ the two terms are equal, each being $\sqrt{aF}$. The lowering is their sum:

$$
\Delta=2\sqrt{aF}=\sqrt{\frac{qF}{4\pi\varepsilon}} .
$$

This explains why the image force contributes only a square root. Suppose that $F$ is held fixed and $\varepsilon$ is reduced slightly. At a fixed place the image term, which is half of the lowering, grows as $1/\varepsilon$, while the field term does not change. The lowering therefore grows by only half the fraction by which $1/\varepsilon$ grows, which is the power $-1/2$. The top also moves outwards, with $x_m\propto\varepsilon^{-1/2}$, but $D$ is stationary there, so a small move does not change the lowering to first order. The move keeps the two terms equal, so the same power holds for each further small reduction of $\varepsilon$.

## The three-quarter power

Now insert the field. Raising the lowering to the fourth power avoids nested roots:

$$
\Delta^4=\frac{q^2F^2}{16\pi^2\varepsilon^2}
=\frac{q^2}{16\pi^2\varepsilon^2}\,\frac{2qN\psi}{\varepsilon}
=\frac{q^3N\psi}{8\pi^2\varepsilon^3},
$$

$$
\Delta=\left(\frac{q^3N\psi}{8\pi^2\varepsilon^3}\right)^{1/4}.
$$

Of the three powers of $\varepsilon$ under the fourth root, two come from the image force and one from the depletion field. Hence

$$
\Delta\propto\varepsilon^{-1/2}\,\varepsilon^{-1/4}=\varepsilon^{-3/4}
\qquad\text{at fixed }N\text{ and }\psi .
$$

If the two contacts were compared at equal surface field instead, the factor $\varepsilon^{-1/4}$ would be absent.

The derivation used one permittivity for both effects. That suits silicon and diamond, which are non-polar: their static response to a field is electronic and fast. In a polar crystal the ions also contribute to the static permittivity $\varepsilon_s$, but they may be too slow to follow a passing carrier. If the image force is then governed by another value $\varepsilon_i$, the same algebra gives

$$
\Delta=\left(\frac{q^3N\psi}{8\pi^2\varepsilon_i^2\varepsilon_s}\right)^{1/4},
$$

and the ratio of static permittivities alone no longer fixes the ratio of lowerings.

## Numbers for silicon and diamond

Take rough relative permittivities of 11.7 for silicon and 5.7 for diamond. Their ratio is 2.053, so

$$
\frac{\Delta_{\rm diamond}}{\Delta_{\rm Si}}
=(2.053)^{1/2}(2.053)^{1/4}=1.433\times1.197=1.715 .
$$

The stronger image force supplies the larger factor, and the stronger depletion field supplies the rest.

For absolute values, let $N=10^{16}\ \mathrm{cm^{-3}}=10^{22}\ \mathrm{m^{-3}}$, $\psi=1$ V and $T=300$ K. At this doping a silicon contact normally needs a modest reverse bias to reach such a bending. In silicon

$$
F=\sqrt{\frac{2(1.602\times10^{-19})(10^{22})(1)}{11.7\,(8.854\times10^{-12})}}\ \mathrm{V/m}
=0.0556\ \mathrm{MV/cm},
$$

$$
\Delta=\sqrt{\frac{(1.602\times10^{-19})(5.56\times10^{6})}{4\pi\,(11.7)(8.854\times10^{-12})}}\ \mathrm{V}
=0.0262\ \mathrm{V}.
$$

The barrier falls by 26.2 meV. In diamond the same steps give a field of 0.0797 MV/cm and a lowering of 44.9 meV. The top lies at $x_m=\Delta/(2F)$, which is 2.35 nm from the metal in silicon and 2.82 nm in diamond. The depletion widths are 360 nm and 251 nm.

These are small energies beside 1 eV, but thermionic current depends on them exponentially. With $V_t=kT/q=25.85$ mV, where $k$ is Boltzmann's constant, the lowering multiplies the classical current over the barrier, in which every carrier that clears the top enters the metal, by $e^{\Delta/V_t}$. The factor is 2.75 in silicon and 5.67 in diamond. Each is relative to the same contact without image lowering, so they do not say which diode leaks more.

## What the simple formula leaves out

**The field falls away from the metal.** In the depleted layer the energy drop is $Fx-Fx^2/(2W)$, not $Fx$. The extra term reduces the lowering by $Fx_m^2/(2W)$. The accompanying shift of the top matters only at second order, because $D$ is stationary there. Relative to $\Delta=2Fx_m$ the loss is

$$
\frac{Fx_m^2/(2W)}{2Fx_m}=\frac{x_m}{4W},
$$

or 0.16 % in silicon and 0.28 % in diamond.

**The edge of the layer is soft.** Some mobile carriers remain where the bending is small, and deep dopants there may still be neutral. Let $f_0$ be the ionised fraction in the neutral bulk, with no compensating dopants, so that the bulk carrier density is $Nf_0$. At bending $\phi$ the carrier density is smaller by $e^{-\phi/V_t}$, and so is the ratio of neutral to ionised dopants. With $b=(1-f_0)/f_0$,

$$
\rho=qN\left[\frac{1}{1+b\,e^{-\phi/V_t}}-f_0e^{-\phi/V_t}\right].
$$

The first term integrates to

$$
\int_0^\psi\frac{d\phi}{1+b\,e^{-\phi/V_t}}
=V_t\ln\frac{e^{\psi/V_t}+b}{1+b}
\simeq\psi-V_t\ln\frac1{f_0},
$$

where $1+b=1/f_0$ and $e^{\psi/V_t}\gg b$ were used. The second integrates to $V_tf_0$, apart from a negligible term proportional to $e^{-\psi/V_t}$. The integral for $F^2$ therefore keeps its depletion form, with $\psi$ replaced by $\psi-\delta$:

$$
\delta=V_t\left[\ln\frac1{f_0}+f_0\right].
$$

For shallow, fully ionised dopants $f_0=1$ and $\delta=V_t$. This shift is the same in both materials, so it cancels from the ratio. Integrating Poisson's equation numerically with these carriers, and then locating the barrier top, gives 25.95 meV for silicon and 44.45 meV for diamond. Their ratio is 1.713. The small departure from 1.715 comes from the falling field, which costs diamond slightly more.

Boron in diamond is not shallow. Take a rough acceptor depth $E_a=0.37$ eV, a valence-band density of states $N_v=2\times10^{19}\ \mathrm{cm^{-3}}$ at 300 K and a degeneracy factor of 4. The balance between holes, ionised acceptors and neutral acceptors is

$$
\frac{Nf_0^2}{1-f_0}=\frac{N_v}{4}\,e^{-E_a/kT},
$$

which gives $f_0=0.0173$. Thus fewer than 2 % of the acceptors are ionised in the bulk, yet nearly all are ionised near the metal, where the bending has removed the holes. The price is $\delta=0.105$ V, the bending spent on ionising the edge of the layer. The same numerical calculation now gives a lowering of 43.5 meV, and the ratio to silicon becomes 1.68. At 500 K, with $N_v\propto T^{3/2}$ and the bending still held at 1 V, $f_0$ rises to 0.36, $\delta$ falls to 0.060 V and the lowering is 44.1 meV.

**Carriers tunnel near the top.** This can be sized by computing the semiclassical transmission through the barrier $-D(x)$, with a smooth parabolic form above the top, and weighting it with the Boltzmann factor. For a rough mass of 0.30 electron masses, the tunnelling gain alone equals that of a further lowering of about 1.5 meV in silicon and 1.9 meV in diamond. These figures give only the size. Continuing the true barrier shape above the top instead of the parabola brings them to about 1.1–1.3 meV and 1.8 meV. The gain also grows roughly as the inverse mass, reaching 2.2 meV for the transverse electron mass of silicon, 0.19. The top is closer to the metal than the thermal wavelength of about 8 nm, so the semiclassical treatment is itself approximate. This is not the whole wave correction. Carriers are also partly reflected where the potential drops steeply into the metal, even when they have enough energy to clear the top. Reflection reduces the current, can outweigh the tunnelling gain, and depends on the electronic structure of the metal. The contact without image force also tunnels and reflects. For the mass 0.30 and a model free-electron metal, with its band bottom 6 to 12 eV below the top and the image energy cut off at 0.2 to 0.4 nm, the one-dimensional wave equation gives a current raised by the image force by a factor of only 1.8–2.0 in silicon and 3.2–4.0 in diamond. The classical current factors above should therefore not be read as predictions.

**Dopants are discrete.** Their mean spacing, $N^{-1/3}=46$ nm, is much larger than $x_m$, so the surface field varies from place to place. For randomly placed dopants and their images, counting those deeper than one mean spacing, the root-mean-square variation is 2.4 % of the field in silicon and 3.3 % in diamond. Screening by the neutral bulk, treated as a second conducting plate at depth $W$, lowers these values to about 2.2 % and 3.0 %. Since $\Delta\propto F^{1/2}$, the lowering varies by half these fractions. This estimate omits the dopants closer to the metal. They are not rare, since there is on average one for each square of contact 46 nm wide, and their local effects are larger. Including them makes the range that holds the central 68 % of the field values a little more than twice as wide.

## Where the scaling stops

The formula needs a barrier top several lattice spacings from the metal, where a continuous permittivity has meaning. From $x_m=\Delta/(2F)$, with $\Delta\propto N^{1/4}$ and $F\propto N^{1/2}$, the distance shrinks as $N^{-1/4}$. Doping $10^4$ times heavier would bring the silicon top from 2.35 nm to about 0.24 nm, which is atomic distance. The continuum image energy cannot be trusted there, and silicon at that doping is degenerate. The link to current is lost earlier. Near $10^{19}\ \mathrm{cm^{-3}}$ the depleted layer in silicon is only about 11 nm wide, carriers tunnel through it well below the top, and the factor $e^{\Delta/V_t}$ no longer describes the current. The formula also needs $\psi$ well above $\delta$: near flat bands there is no depleted layer to supply the field.

## Beside real diodes

A doping of $10^{16}\ \mathrm{cm^{-3}}$ is reasonable for the lightly doped layer of a Schottky diode in either material. The fields in the example are about 19 % of a rough breakdown field of 0.3 MV/cm for silicon and 1.6 % of a rough 5 MV/cm for diamond. Real boron-doped diamond breaks the assumption of shallow dopants, which moves the ratio from 1.71 to 1.68 in the uncompensated case treated here. Two real diodes at the same applied voltage will also generally differ in band bending. The ratio must then be multiplied by $(\psi_{\rm diamond}/\psi_{\rm Si})^{1/4}$, which is 1.19 if the bending in diamond is twice as large. Interface layers and patches of different barrier height can also change the measured current, and they are outside this model. The factor 1.7 therefore compares the image lowering alone, at equal ionised doping and equal band bending.
